# Why a Homogeneous Compensating Background Is Not a Double Layer

**Comment on an imagined manuscript on constant-potential simulation of a metal-solvent interface**

The manuscript charges a periodic metal-solvent cell with $N$ extra electrons and lets the plane-wave code neutralize it with a homogeneous background. It then argues in three steps. (i) The background supplies the counter-charge, so it plays the part of the ions of the double layer. (ii) The derivative $dE_{\rm DFT}/dN$ is the electron chemical potential of the electrode, so $E_{\rm DFT}-\mu N$ is the grand potential. (iii) Should doubts remain, the Filhol-Neurock (FN) correction removes the background altogether, so the curvature in $\mu$ of the grand potential built from the corrected energy gives the interfacial capacitance. Steps (i) and (ii) are wrong. Step (iii) is right to first order in $N$ and wrong at second order.

**Conventions.** Rydberg atomic units are used ($e^2=2$, $\hbar^2/2m=1$). The cell has length $L=2H$ along $z$ and is mirror-symmetric about the slab centre $z=0$ and about mid-gap $z=H$; all quantities are planar averages. $N$ counts excess electrons per unit area of the cell, which has two faces, and $\sigma=N/2$ is the nominal charge per face. $V$ is the electrostatic potential energy of an electron, $n$ the electron density and $p$ the density of positive charge. The solvent is a linear local dielectric,
$$(\varepsilon V')'=-8\pi(n-p),$$
with $V'=0$ at $z=0$ and $z=H$ by symmetry. $V_{\rm ref}$ is $V$ at mid-gap, $\mu=\varepsilon_F-V_{\rm ref}$, $K=d\mu/d\sigma$ at $N=0$, and $C=1/K$ is the capacitance per face. The numbers come from a Kohn-Sham LDA (Perdew-Wang) jellium slab with round model parameters: $r_s=3$, thickness 24 bohr (edge at $a=12$ bohr), Fermi smearing 0.01 Ry, $L=60$ bohr, $\varepsilon=1$ up to $z_s=a+4$ bohr and $\varepsilon=80$ beyond. The target is the same slab with its counter-charge on Helmholtz sheets at $z_H=a+6.5$ bohr, and every error below is relative to that calculation. The target is itself a model: it omits atomic structure, molecular water, the diffuse layer, specific adsorption and effects beyond LDA. The values quoted are listed in the numerical output that follows or obtained from it by the arithmetic shown. They come from a second-order finite-difference grid of 0.2 bohr, whose discretization error in $K$ is about 0.1%; the further digits serve only to compare quantities on the same grid.

**1. What the background does to the potential**

With all charges explicit ($\varepsilon=1$) a periodic code solves $V_G=8\pi(n-p)_G/G^2$ and sets $V_{G=0}=0$. Removing the $G=0$ component of the charge subtracts its cell average $N/L$, which is the same as adding $N/L$ to $p$ everywhere. For a sheet $n=N\delta(z)$ this gives $V''=8\pi N/L$ on $0<z<L$. Symmetry about $L/2$ fixes the form $z^2/2-Lz/2+c$, and a zero average requires $L^3/6-L^3/4+cL=0$, so
$$V=\frac{8\pi N}{L}\Big(\frac{z^2}{2}-\frac{Lz}{2}+\frac{L^2}{12}\Big).$$
The summed Fourier series reproduces this parabola, and for the self-consistent slab at $\varepsilon=1$ a Fourier solution without $G=0$ agrees with the explicit-background potential within $10^{-8}$ Ry when $G^2$ is replaced by the eigenvalues of the finite-difference Laplacian on the same grid.

The bare background has the same curvature in metal and solvent; the self-consistent potential does not. Where the added electron density $\delta n$ vanishes, $(\varepsilon\,\delta V')'=8\pi N/L$, and integrating inward from $\delta V'(H)=0$ gives
$$\varepsilon\,\delta V'(z)=-\frac{8\pi N}{L}(H-z).$$
In the solvent the curvature per unit $N$ is $8\pi/(L\varepsilon)=0.005236$ Ry, and the fitted self-consistent value is 0.005236 Ry. A Helmholtz layer behaves differently: integrating outward from $z=0$ past the induced electrons gives $\varepsilon\,\delta V'=-8\pi\sigma$, constant up to $z_H$ and zero beyond.

Inside the metal, the Thomas-Fermi level shows the mechanism. With $u=\delta\varepsilon_F-\delta V$, $\delta n=gu$ and $g$ the density of states per volume, Poisson's equation reads $-u''=-8\pi(gu-N/L)$, that is $u''=k^2\,[u-N/(Lg)]$ with $k^2=8\pi g$. Several lengths $1/k$ from the surface the exponential solutions have decayed, $u$ is constant and $\delta n=N/L$. The parabola is screened, at the price of storing electrons in the interior. In the Kohn-Sham slab the variation of $\delta V$ over $|z|<9$ bohr is 2.4% of the bare variation $4\pi(N/L)(9\ \text{bohr})^2$; that the remainder is Friedel oscillation is a conjecture. The mean added density over the same range is $0.98\,N/L$ after subtraction of the response to the surface charge, taken as $\eta$ (defined below) times the response to the mid-gap sheets of section 4.

If the metal ends at an effective plane $z_{\rm im}$, defined in section 4, the displacement there is $-8\pi(N/L)(H-z_{\rm im})$. Since $N/L=\sigma/H$, this equals $-8\pi\eta\sigma$ with
$$\eta=1-\frac{z_{\rm im}}{H}.$$
In this sharp picture a fraction $\eta$ of the added electrons charges the surfaces; here $\eta=1-13.123/30=0.563$. Claim (i) thus fails on both the size of the surface field and its profile.

**2. The slope of the raw energy**

Write the Mermin free energy per area as $E=F_s[n]+E_{xc}[n]+E_{es}$ with $E_{es}=\frac12\int sV\,dz$ and $s=n-p$. For two neutral distributions, Poisson's equation and an integration by parts over the period give $\int s_1V_2\,dz=\frac{1}{8\pi}\int\varepsilon V_1'V_2'\,dz$, which is symmetric in 1 and 2. Hence $\delta E_{es}=\int V(\delta n-\delta p)\,dz$ for a neutral variation. The Kohn-Sham condition $\delta(F_s+E_{xc})/\delta n+V=\varepsilon_F$ collects all terms in $\delta n$ into $\varepsilon_F\int\delta n\,dz$, so
$$dE=\varepsilon_F\,dN-\int V\,\delta p\,dz .$$
A constant shift of $V$ shifts $\varepsilon_F$ equally and cancels, because $\int\delta p\,dz=dN$. For the background, $\delta p=dN/L$:
$$\frac{dE_{\rm DFT}}{dN}=\varepsilon_F-\langle V\rangle .$$
The Fermi level is measured from the cell average of $V$, which samples the metal interior as well as the solvent. At $N=-10^{-3}$ bohr$^{-2}$ the finite-difference slope is $-0.18818$ Ry, equal to $\varepsilon_F-\langle V\rangle=-0.18818$ Ry and distinct from $\mu=-0.26511$ Ry. For sheets at $\pm z_H$, each carrying $dN/2$,
$$\frac{dE_H}{dN}=\varepsilon_F-V(z_H)=\mu ,$$
where the last equality needs the region beyond $z_H$ to be free of electrons, so that it is free of field and $V(z_H)=V_{\rm ref}$. Subtraction gives $E_{\rm DFT}-E_H=(V_{\rm ref}-\langle V\rangle)_{N=0}\,N+O(N^2)$. The slope from total energies is 0.06752 Ry and the potential difference is 0.06752 Ry. This linear error does not cancel between states of different surface dipole: for state B of section 5 the coefficient is 0.05076 Ry. Claim (ii) fails at first order in $N$.

**3. The Filhol-Neurock correction**

The missing piece of the slope is added back by integration over the charge:
$$E_{\rm FN}(N)=E_{\rm DFT}(N)+\int_0^N\big(\langle V\rangle-V_{\rm ref}\big)\,dN' .$$
Differentiating, $dE_{\rm FN}/dN=\varepsilon_F-\langle V\rangle+\langle V\rangle-V_{\rm ref}=\mu$. The double reference ties $V_{\rm ref}$ to the vacuum level through a constant $c$ taken from the neutral cell. This adds $c$ to $\mu$ and $cN$ to $E_{\rm FN}$, so $E_{\rm FN}-\mu N$ is unchanged, and two states are compared at the same physical potential if they share $c$. That is assumed here.

Both $E_{\rm FN}$ and $E_H$ now have slope $\mu$, and at $N=0$ the two cells are identical, with common $E_0$ and $\mu_0$. With $\mu=\mu_0+K\sigma=\mu_0+KN/2$, integration gives $E=E_0+\mu_0N+KN^2/4$ in each case, so
$$E_{\rm FN}-E_H=\tfrac14(K_{\rm FN}-K_H)N^2+O(N^3).$$
The computed linear slope falls from 0.0675 Ry to $-2\times10^{-7}$ Ry. The quadratic coefficient from total energies is $-8.547$ Ry bohr$^2$, against $(38.907-73.092)/4=-8.546$ Ry bohr$^2$ from the Fermi levels. The correction repairs the energy bookkeeping of the background; it leaves the self-consistent density, and hence $\mu(N)$, as the background made them.

**4. The residual: a capacitance set by the cell**

Let the counter-charge be a mixture: $N_1$ spread uniformly and $N_2$ on sheets at the reference plane $z_{\rm ref}$, with $N=N_1+N_2$ (on the grid, $z_{\rm ref}=H-0.1$ bohr). Section 2 gives $\partial E/\partial N_1=\varepsilon_F-\langle V\rangle$ and $\partial E/\partial N_2=\varepsilon_F-V_{\rm ref}$. With finite smearing $E$ is twice differentiable, so the mixed derivatives agree:
$$\frac{\partial(\varepsilon_F-V_{\rm ref})}{\partial N_1}=\frac{\partial(\varepsilon_F-\langle V\rangle)}{\partial N_2}.$$
The left side is $K_{\rm FN}/2$. Define $W(z)=d[\varepsilon_F-V(z)]/d\sigma$ for the mid-gap sheets; the right side is $\langle W\rangle/2$. Therefore
$$K_{\rm FN}=\langle W\rangle=\frac1H\int_0^HW\,dz .$$
The FN inverse capacitance is the cell average of the potential profile of a plane capacitor. Two separate self-consistent calculations give $K_{\rm FN}=38.907$ and $\langle W\rangle=38.907$ Ry bohr$^2$. The argument uses stationarity alone, so it carries over when nuclear coordinates are relaxed at each charge within one smooth minimum, since vanishing forces add nothing to $dE$; that extension was not computed.

Outside the induced electrons $\varepsilon\,\delta V'=-8\pi\sigma$ gives $W'=8\pi/\varepsilon$, and $W(z_{\rm ref})=K_{\rm mid}$. Define $z_{\rm im}$ as the point where this profile extrapolates to zero, $K_{\rm mid}=8\pi\int_{z_{\rm im}}^{z_{\rm ref}}dz/\varepsilon$. It is defined through $\varepsilon_F$ of the finite slab and need not equal the centroid of the induced charge. Let $W_{\rm sh}(z)=8\pi\int_{z_{\rm im}}^{z}dz'/\varepsilon$ above $z_{\rm im}$, zero below and constant beyond $z_{\rm ref}$. In $\int_0^HW_{\rm sh}\,dz$ each slice $dz'$ contributes for all $z$ between $z'$ and $H$, a length $H-z'$, so
$$K_{\rm FN}=\frac{8\pi}{H}\Big[\int_{z_{\rm im}}^{z_{\rm ref}}\frac{H-z}{\varepsilon}\,dz+\delta\Big],\qquad \delta=\frac{1}{8\pi}\int_0^H(W-W_{\rm sh})\,dz .$$
The first term is also the integral of the gap field of section 1 from $z_{\rm im}$ outward, as it should be. The integrand of $\delta$ vanishes beyond the electron tail, so $\delta$ does not depend on $L$ at fixed slab. Up to $z_H$ the Helmholtz cell has the field of the mid-gap cell, hence $K_H=8\pi\int_{z_{\rm im}}^{z_H}dz/\varepsilon$.

For the model, $K_{\rm mid}=76.672$ Ry bohr$^2$ gives $z_{\rm im}=a+1.123$ bohr, and the low-dielectric gap is $x=z_s-z_{\rm im}=2.877$ bohr. Then $K_H=8\pi(2.877+2.5/80)=73.09$ Ry bohr$^2$, as found self-consistently. The bracket, in bohr$^2$, is $(16.877^2-14^2)/2=44.42$ from the gap plus $14^2/160=1.22$ from the solvent, and $8\pi\times45.64/30=38.24$ Ry bohr$^2$. Adding $\delta=0.801$ bohr$^2$ gives $8\pi\times46.44/30=38.91$ Ry bohr$^2$, so the sharp value lies 1.7% below the full one. The capacitances are $C_H=5.75\ \mu$F/cm$^2$ and $C_{\rm FN}=10.8\ \mu$F/cm$^2$. The ratio $C_{\rm FN}/C_H$ is 2.46, 1.88 and 1.61 for $L=48$, 60 and 72 bohr, and $z_{\rm im}$ and $\delta$ from $L=60$ bohr predict $K_{\rm FN}$ in the other two cells within the tested tolerance of $10^{-3}$. $K_H$ contains no $L$. Claim (iii) fails at second order.

Two limits separate the causes. Using $H=(H-z_{\rm im})/\eta$, write $K_{\rm FN}=8\pi\eta\,d_{\rm eff}$, where $d_{\rm eff}$ is the bracket divided by $H-z_{\rm im}$.

*Uniform dielectric.* With $w=L-2z_{\rm im}$, $z_{\rm ref}\to H$ and $\delta$ neglected, the bracket is $(w/2)^2/(2\varepsilon)$, so $d_{\rm eff}=w/(4\varepsilon)$ and $K_{\rm FN}=2\pi w^2/(\varepsilon L)$. The background acts as a plate at a quarter of the gap width, a distance fixed by the cell and unrelated to any electrolyte. At $\varepsilon=1$, $w=33.54$ bohr, and the computed $K_{\rm FN}/(8\pi\eta)=8.45$ bohr compares with $w/4=8.39$ bohr. At $\varepsilon=80$ the same $w$ would give only $w/(4\varepsilon)\approx0.1$ bohr, and the neglected surface terms need not be small beside it; for a strong solvent this limit shows the trend and is no numerical estimate.

*Low-dielectric gap in front of a strong dielectric.* Since $[(H-z_{\rm im})^2-(H-z_{\rm im}-x)^2]/2=x(H-z_{\rm im})-x^2/2$,
$$d_{\rm eff}=x-\frac{x^2/2-\delta}{H-z_{\rm im}}+\frac{(H-z_s)^2}{2\varepsilon(H-z_{\rm im})}.$$
At $L=60$ bohr this is $2.877-0.198+0.073=2.752$ bohr, against $d_H=K_H/8\pi=2.908$ bohr. Most of the discrepancy in $C$ is then the factor $1/\eta=1.78$, and $d_H/d_{\rm eff}=1.057$ supplies the rest. Enlarging the cell is no systematic cure: $\eta\to1$, but the last term grows as $H/(2\varepsilon)$, so $C_{\rm FN}$ passes through $C_H$ at one cell length and tends to zero beyond.

**5. Consequence for a reaction at fixed potential**

The grand potential is $\Omega=E-\mu N$ at the $N$ where $dE/dN=\mu$; the term from the electrons of the neutral cell is dropped, being common to states with equal electron count. With $\Delta=\mu-\mu_0$, $N=2\Delta/K$ and
$$\Omega=E_0-\Delta N+\tfrac14KN^2=E_0-\frac{2\Delta^2}{K}+\frac{\Delta^2}{K}=E_0-C\Delta^2$$
per unit area of cell. For state A the part of $\Omega_{\rm FN}-\Omega_H$ even in $\Delta$ at $\Delta=\pm0.015$ Ry obeys this within the tested 2%. For A$\to$B with one event per area $S$ of one face, the energy per event carries a factor $S/2$, and to second order
$$\Delta\Omega_{\rm FN}-\Delta\Omega_H=\frac S2\Big[(C_{\rm FN}-C_H)_A(\mu-\mu_A)^2-(C_{\rm FN}-C_H)_B(\mu-\mu_B)^2\Big].$$
If the capacitance errors are equal, the bracket is $-(C_{\rm FN}-C_H)(\mu_A-\mu_B)(2\mu-\mu_A-\mu_B)$. It vanishes when the reaction leaves the potential of zero charge unchanged, or midway between the two, and otherwise is linear in $\mu$, its size growing in proportion to the distance of $\mu$ from the midpoint $(\mu_A+\mu_B)/2$, with opposite signs on the two sides. The error enters the slope $\partial\Delta\Omega/\partial\mu=-(N_B-N_A)S/2$, the charge exchanged in the step.

State A is the bare interface, $\mu_A=-0.24517$ Ry. State B adds rigid sheets of $\mp0.0015$ e/bohr$^2$ at $a+2.5$ and $a+3.5$ bohr, positive side outward, with $S=200$ bohr$^2$; $\mu_B-\mu_A=0.03298$ Ry and the neutral reaction energy is 0.003937 Ry. The capacitance errors, in e/(bohr$^2$ Ry), are $1/38.907-1/73.092=0.01202$ for A and $1/37.237-1/70.041=0.01258$ for B. Both $K$ values of B lie about 4% below those of A; that the positive sheet draws the electron tail outward is a conjecture.

At $\mu=\mu_A$ the estimate is $-100\times0.01258\times0.03298^2=-0.00137$ Ry. The full nonlinear calculation gives $\Delta\Omega_H=0.00243$ Ry and $\Delta\Omega_{\rm FN}=0.00111$ Ry, an error of $-0.00132$ Ry ($-18$ meV). At $\mu=\mu_A-0.03$ Ry, an electrode potential 0.41 V positive of the zero-charge point of A, the estimate is $100\,[0.01202\times0.03^2-0.01258\times0.06298^2]=-0.00391$ Ry. The full values are $\Delta\Omega_H=-0.00023$ Ry and $\Delta\Omega_{\rm FN}=-0.00385$ Ry, an error of $-0.00362$ Ry ($-49$ meV): a nearly thermoneutral step appears exergonic. The quadratic formula overshoots the full error by 4% and 8%. The response is indeed nonlinear on this side: for A in the Helmholtz cell $N=-7.95\times10^{-4}$ bohr$^{-2}$, smaller in size than the linear value $2(-0.03)/73.09=-8.21\times10^{-4}$ bohr$^{-2}$. A retreat of the image plane on electron depletion would produce this, but it was not isolated.

**6. Rescaling by the active fraction**

Replacing $\Omega_{\rm FN}$ by $E_0+\eta(\Omega_{\rm FN}-E_0)$ turns $C_{\rm FN}$ into $\eta C_{\rm FN}=1/(8\pi d_{\rm eff})$. It removes the electrons stored in the metal and keeps the weight $H-z$ in $d_{\rm eff}$. With $\eta$ taken from state A, the two errors fall to $-0.00008$ Ry ($-1$ meV) and $-0.00022$ Ry ($-3$ meV). The ratio $\eta C_{\rm FN}/C_H$ is 1.116, 1.057 and 1.024 for $L=48$, 60 and 72 bohr, still dependent on the cell. The rescaling works well here because $x$ dominates $d_H$ and is small beside $H-z_{\rm im}$, so that the term $(x^2/2-\delta)/(H-z_{\rm im})$ in $d_{\rm eff}$ is only 0.198 bohr. That term grows as $x^2$: with $z_s=a+8$ bohr, $z_H=z_s+2.5$ bohr and $z_{\rm im}$, $\delta$ kept as above, $d_{\rm eff}=6.877-1.354+0.037=5.560$ bohr against $d_H=6.908$ bohr, a ratio of 1.24; in the uniform limit $d_{\rm eff}=w/(4\varepsilon)$ remains, and agreement with a Helmholtz distance would be an accident of cell size.

**Requests.** The grand potential should be rebuilt from $E_{\rm FN}$, not $E_{\rm DFT}$. The curvature of $\Omega_{\rm FN}(\mu)$ should not be reported as an interfacial capacitance without the factor $\eta$ and a comparison of cell lengths. Each reaction energy should be given with $\mu_A$, $\mu_B$ and the fitted capacitances, so that the formula of section 5 can be evaluated against a stated target. The manuscript should also show that the reference region holds no electrons at the most negative charge used, since the gap field of section 1 and the identification $V(z_H)=V_{\rm ref}$ depend on it, and that the vacuum-alignment constant is the same for both states.

## Calculated quantities

```
inputs: rs=3.0, slab=24.0, L=60.0, grid=0.2 bohr; smearing=0.01 Ry; eps=80.0
from jellium edge: dielectric 4.0, Helmholtz plane 6.5, dipole 2.5/3.5 bohr
dipole sheet charge 0.0015 e/bohr^2; area per event 200.0 bohr^2
jellium density: 0.00884194 bohr^-3
mu_A = eF-Vref, neutral A: -0.245174 Ry
mu_B, neutral B: -0.212193 Ry
mu_B-mu_A: 0.0329805 Ry
dE_DFT/dN at N=-1e-3: -0.188177 Ry
eF-<V> there: -0.188177 Ry
eF-Vref there: -0.265111 Ry
linear slope E_DFT-E_H: 0.06752 Ry
Vref-<V>, neutral A: 0.0675199 Ry
Vref-<V>, neutral B: 0.0507627 Ry
linear slope E_FN-E_H: -1.66601e-07 Ry
(E_FN-E_H)/N^2: -8.54665 Ry bohr^2
(K_FN-K_H)/4: -8.54626 Ry bohr^2
solvent curvature per N: 0.00523579 Ry
8pi/(L eps): 0.00523599 Ry
surviving share of bare parabola in metal: 0.0244258 
interior dn/(N/L), surface part removed: 0.983228 
zim - edge: 1.12306 bohr
eta: 0.562565 
delta: 0.801036 bohr^2
K_mid: 76.6722 Ry bohr^2
K_H: 73.0921 Ry bohr^2
K_FN: 38.907 Ry bohr^2
<W>: 38.9068 Ry bohr^2
K_FN sharp: 38.2357 Ry bohr^2
state B: K_FN=37.2368, K_H=70.041 Ry bohr^2
C_H=0.0136814 e/(bohr^2 Ry) = 5.753 uF/cm^2
L=48 bohr: C_FN=14.16 uF/cm^2, C_FN/C_H=2.4617, eta C_FN/C_H=1.1157
L=60 bohr: C_FN=10.81 uF/cm^2, C_FN/C_H=1.8786, eta C_FN/C_H=1.0569
L=72 bohr: C_FN=9.27 uF/cm^2, C_FN/C_H=1.6113, eta C_FN/C_H=1.0239
eps=1: zim-edge=1.2288, w=33.5424 bohr, K_FN=118.71 Ry bohr^2
eps=1: K_FN/(8pi eta)=8.4487, w/4=8.3856 bohr
neutral reaction energy per event: 0.00393689 Ry
mu=mu_A+0.00 Ry (electrode potential -0.000 V from pzc of A)
  N_A: FN 2.4179e-18, H 2.8071e-18; N_B: FN -1.6870e-03, H -9.0062e-04 bohr^-2
  dOmega: H 0.002431, FN 0.001113, rescaled 0.002348 Ry
  FN error -0.001318 Ry = -17.94 meV; quadratic estimate -0.001368 Ry
  rescaled error -0.000083 Ry = -1.13 meV
mu=mu_A-0.03 Ry (electrode potential +0.408 V from pzc of A)
  N_A: FN -1.4881e-03, H -7.9473e-04; N_B: FN -3.1116e-03, H -1.6658e-03 bohr^-2
  dOmega: H -0.000225, FN -0.003849, rescaled -0.000443 Ry
  FN error -0.003624 Ry = -49.31 meV; quadratic estimate -0.003907 Ry
  rescaled error -0.000218 Ry = -2.97 meV
```
